Why mirror symmetry forbids net in-plane spin in monolayer MoS2

Question. In monolayer MoS2 the spin-orbit coupling contains terms that flip the spin and at the same time turn mirror-even orbitals into mirror-odd ones. A Bloch state is then a mixture of spin up and spin down. Such a mixture usually means a tilted spin. Why does every nondegenerate Bloch state still have zero spin expectation in the plane of the layer?

Answer. The spin-flip terms put the up and down components into orbitals of opposite mirror parity. In-plane spin is an interference between up and down, and functions of opposite parity have zero overlap. Mixing therefore shortens the spin expectation vector along the normal, but it does not tilt it.

The mirror and its action on spin

Let z be the normal and z = 0 the plane of the Mo atoms. The layer is flat and free, with no applied field, and the two sulfur planes are mirror images. The one-electron Hamiltonian is

H = p²/2m + V(r) + (ħ/4m²c²) σ·(∇V × p), with V(x,y,−z) = V(x,y,z).

The components of σ are the Pauli matrices, and the spin is ħσ/2. Reflection in z = 0 equals a half turn about z followed by inversion. Inversion leaves spin alone, and the half turn acts on it as exp(−iπσz/2) = −iσz. With P the operation z → −z on the orbital part, the full mirror is

M = P ⊗ (−iσz), M² = P² ⊗ (−iσz)² = −1.

Its eigenvalues are therefore +i and −i. Different Pauli matrices anticommute, so

M†σxM = (iσz)σx(−iσz) = σzσxσz = −σx,

and in the same way M†σyM = −σy, while M†σzM = σz. The vector ∇V × p behaves alike: it is a product of two ordinary vectors whose z components change sign, so its x and y components change sign and its z component does not. Each term of σ·(∇V × p) is then unchanged, and H commutes with M, spin-orbit coupling included.

The mirror also commutes with in-plane lattice translations, so it takes a Bloch state at k to a state at the same k. This holds at every k of the two-dimensional zone, not just at special points.

The selection rule

Let ψ be a nondegenerate eigenstate at k with energy E. Then H(Mψ) = M(Hψ) = E(Mψ). Since there is one state at that energy and k, Mψ must be a multiple of ψ, and M² = −1 fixes the factor as +i or −i.

Now take two eigenstates a and b of M, with eigenvalues μa and μb. Using σx = −M†σxM,

⟨a|σx|b⟩ = −⟨Ma|σx|Mb⟩ = −μa*μb ⟨a|σx|b⟩.

If the eigenvalues are equal, μa*μb = 1, and the matrix element equals its own negative, so it is zero. If they are opposite, μa*μb = −1, and the equation puts no restriction on it. The same holds for σy. Setting a = b = ψ gives

⟨σx⟩ = ⟨σy⟩ = 0.

The strength of the spin-orbit coupling has not entered.

What the mixing does

An orbital |l,m⟩ on a Mo atom has parity P = (−1)^(l+m). The d orbitals with m = 0, ±2 are even and those with m = ±1 are odd. Since M = −iPσz, the eigenvalues are:

even, up: −i; odd, down: −i;
even, down: +i; odd, up: +i.

With L and S in units of ħ, atomic spin-orbit coupling is

λL·S = λLzSz + (λ/2)(L₊S₋ + L₋S₊).

The first term changes neither m nor spin. In the others L₊ or L₋ changes m by one, which reverses P, while S₋ or S₊ reverses the spin. The two sign changes cancel in Pσz. An even-up state is mixed with odd-down, but not with even-down.

A state with M = −i therefore has the form

ψ = u(r)|↑⟩ + v(r)|↓⟩, u even in z, v odd in z.

Its spin expectation values are

⟨σx⟩ = 2 Re∫u*v d³r, ⟨σy⟩ = 2 Im∫u*v d³r,
⟨σz⟩ = ∫(|u|² − |v|²) d³r.

The product u*v is odd in z, so the first two integrals vanish. Let w = ∫|v|² d³r be the mirror-odd weight. Normalization gives ∫|u|² d³r = 1 − w, hence

⟨σz⟩ = 1 − 2w for M = −i.

For M = +i the odd part carries spin up and the even part spin down, so ⟨σz⟩ = w − (1 − w) = −(1 − 2w). In both cases the spin is entangled with the orbital parity. A spinor with one common orbital function would have a spin vector of unit length; here the length is |1 − 2w|.

The integrand itself need not vanish. The local spin density 2 Re(u*v) may be finite above the Mo plane, with the opposite value below it. The two sulfur layers can thus carry opposite in-plane spins, while the sum over a Mo atom, which is centred on the mirror plane, is zero. The theorem concerns the spin of the whole cell.

Weak and strong mixing

Let |0⟩ be an even eigenstate of the Hamiltonian without the spin-flip part W, and let |n⟩ and En be the other eigenstates and energies. To first order in W,

ψ = |0⟩ + Σn |n⟩⟨n|W|0⟩/(E0 − En).

Since W reverses parity, everything admixed is odd, and to leading order

w = Σn |⟨n|W|0⟩|²/(E0 − En)².

This fails when an odd level of the same mirror eigenvalue comes close. For two such levels, separated by δ before mixing and coupled by g, the Hamiltonian about their mean energy is

h = [[δ/2, g], [g*, −δ/2]].

Its energies are ±R/2, with R = √(δ² + 4|g|²). In the upper state the expectation of the diagonal part is δ²/2R, because the first basis state has weight (1 + δ/R)/2 and the second (1 − δ/R)/2. At δ = 0 both weights are one half for any nonzero g, however small. Then w = 1/2 and ⟨σz⟩ = 0: all three spin components vanish. Even complete mixing gives no in-plane spin.

The same result in a k·p model

Near the K point the lowest two conduction states, c1 and c2, have opposite mirror eigenvalues. Describe them by Pauli matrices s, with the mostly-up state first, so that M = −isz. The most general two-band Hamiltonian is

h(k) = h0(k) + hx(k)sx + hy(k)sy + hz(k)sz.

Commutation with sz requires hx = hy = 0 at each k. A Rashba term α(kx sy − ky sx) is therefore forbidden, while a splitting along sz is allowed.

Why the state must be nondegenerate

If degenerate states all have the same mirror eigenvalue, the selection rule still removes the in-plane spin from every combination of them. Only a level that contains both +i and −i can have in-plane spin, and even there other symmetries may forbid it.

Every level on the line Γ–M contains both. Take the line along y. The vertical mirror x → −x leaves k on this line unchanged and acts as Mv = Pv ⊗ (−iσx). The orbital parts of the two mirrors commute and the spin parts anticommute, so MMv = −MvM. If Mψ = iψ, then

M(Mvψ) = −MvMψ = −i(Mvψ).

The state Mvψ has the same energy and the opposite mirror eigenvalue, so it is a different state. The combination (ψ₊ + exp(iχ)ψ₋)/√2 has

⟨σx⟩ = Re[exp(iχ)⟨ψ₊|σx|ψ₋⟩],

because the diagonal elements vanish. This can be large.

Thermal equilibrium does not select such a combination. Its density matrix ρ = f(H) commutes with M, so Tr(ρσx) = Tr(ρM†σxM) = −Tr(ρσx) = 0, with or without degeneracy.

A model of the monolayer

For numbers I use a Slater–Koster tight-binding model with five d orbitals on Mo and three p orbitals on each S, doubled by spin: 22 bands, of which 14 are filled. The parameters are rough, rounded values in the regime of published fits for this material.

The lattice constant is 0.32 nm, and the sulfur planes lie 0.16 nm above and below Mo. The on-site energies are −1.1, 0 and −1.5 eV for d orbitals with |m| = 0, 1, 2, and −6.9 and −3.6 eV for p orbitals with |m| = 0, 1. The σ and π integrals are 3.7 and −1.2 eV for p–d bonds and 1.2 and −0.5 eV for p–p bonds. The d–d integrals (σ, π, δ) are −0.9, 0.25 and 0.25 eV. Hopping joins nearest neighbours within each atomic plane, Mo to its six S atoms, and each S to the one directly below or above it. The spin-orbit constants are 0.08 eV for Mo and 0.05 eV for S.

I diagonalized the 22 × 22 matrix at 1000 random wave vectors and kept the 20753 states more than 1 meV from their nearest level. The largest in-plane ⟨σ⟩ among them was 3 × 10⁻¹², which is rounding error.

The most strongly mixed state of this set, in the eighth-lowest band, has w = 0.5096 and ⟨σz⟩ = 0.019. Its top sulfur layer carries (⟨σx⟩, ⟨σy⟩) = (−0.261, 0.138), and its bottom layer carries (0.261, −0.138). Each layer has an in-plane ⟨σ⟩ of length √(0.261² + 0.138²) = 0.295, and the sum is zero. The nearest level, 10 meV away, has the opposite mirror eigenvalue and takes no part in the mixing. The state is instead made almost entirely of one even and one odd level, with weights 0.49 and 0.51, which lie only about 1 meV apart when the spin-flip terms are switched off. This is the two-level mixing described above.

The band edges

At K the model has a gap of 1.63 eV. The upper valence state v1 is built from d orbitals with m = −2 and p orbitals with m = −1, spin down. Three-fold symmetry at K permits no other even orbitals of this basis to join them. Turning spin down into spin up requires L₋, which gives zero on both, as they already have the lowest m of their shells. The calculation accordingly gives w = 0 within rounding. This follows from the purely atomic form of the spin-orbit coupling in the model; neither the mirror nor the three-fold axis demands it. At the wave vector q defined below, w is 6 × 10⁻⁶.

For a pure m = −2 orbital, λLzSz equals +λ for spin down and −λ for spin up, a splitting of 2 × 0.08 = 0.16 eV. The full model also gives 0.160 eV, since in it both valence states at K are 99.8% Mo m = −2 orbital.

The lower conduction state c1 is mainly the m = 0 orbital with spin down. Diagonalization gives w = 4.80 × 10⁻⁴, and the perturbation sum gives the same to three digits. Hence

⟨σz⟩ = −(1 − 2 × 4.80 × 10⁻⁴) = −0.9990.

The size can be understood from one atom. The element of L₊ or L₋ from m = 0 to m = ±1 is √6, so the spin-flip coupling is 0.08 × √6/2 = 0.098 eV. If c1 were a pure m = 0 orbital coupled to one odd level, this w would correspond to a level distance of 0.098/√(4.80 × 10⁻⁴) = 4.5 eV. In the model neither state is a pure orbital: nine tenths of w comes from an odd level 2.8 eV above c1, coupled by 0.059 eV, and the rest from one 9.3 eV below. The mixing is small because the relevant odd states are electronvolts away. The vanishing in-plane spin has a different cause, symmetry, and does not rely on that distance.

On the degenerate line, halfway from Γ to M, a suitable combination of c1 and c2 has an in-plane ⟨σ⟩ of 0.98.

When the mirror is broken

Let a perturbation V be odd under the mirror, M†VM = −V. The argument used for σx shows that V connects opposite mirror eigenvalues and no others. Inserting the first-order state into ⟨σx⟩ leaves two complex-conjugate cross terms:

δ⟨σx⟩ = 2 Re Σn ⟨0|σx|n⟩⟨n|V|0⟩/(E0 − En).

Here |0⟩ and |n⟩ are eigenstates of the full mirror-symmetric Hamiltonian. A nearby state of opposite eigenvalue makes the response large if both V and σx connect it to |0⟩, and for c1 the nearest such state is c2. A vertical electric field keeps the three-fold axis, so at K itself the in-plane spin stays zero; the effect of a gate has to be examined away from K. The model puts c2 11.3 meV above c1 at K. First-principles calculations give roughly 3 meV, so for a given coupling between c1 and c2 the model tilts too little.

Consider a channel with an electron density n = 10¹³ cm⁻² = 0.1 nm⁻². With two valleys and two spins, taken as equally filled, n = 4 × πkF²/(2π)² = kF²/π, so

kF = √(π × 0.1 nm⁻²) = 0.56 nm⁻¹.

Let q be the point at this distance from K, in a direction 20° from the x axis, which here runs along Γ–K. The conduction splitting there is 8.5 meV.

With one gate, the electric displacement is en on the gate side of the layer and zero on the other side, with mean en/2. For a rough out-of-plane relative permittivity ε = 6, the field in the layer is

F = en/(2ε₀ε) = 1.5 MV/cm = 0.15 V/nm.

It shifts the sulfur orbitals by ±eF × 0.16 nm = ±24 meV. Diagonalization with these shifts gives c1 an in-plane ⟨σ⟩ of 0.0125 at q. The first-order formula gives 0.0083 per MV/cm, and 0.0083 × 1.51 = 0.0125. The polarization of the orbitals within each atom is left out.

An in-plane magnetic field also breaks the mirror, since σx is odd. Keep its spin term bσx, with b = μB B = 0.058 meV at 1 T for a g factor of 2, and neglect its orbital term. Within the pair c1, c2, whose splitting is Δ, the Hamiltonian is (Δ/2)sz + bsx to good accuracy, because near K w is small and the even orbital parts of the two states are nearly the same. The spin lies along the vector (b, 0, Δ/2), up to sign, so

|⟨σx⟩| = b/√(b² + Δ²/4).

At K, with Δ = 11.3 meV, this is 0.058/5.65 = 0.010, as in the full model. With Δ = 3 meV it is 0.039. A magnetic field along z adds a σz term to the spin energy, which respects the mirror.

Vibration moves the Mo plane relative to the sulfur planes, even at zero temperature. For a vibration of energy ħω = 60 meV, a rough value, and the reduced mass μ of one Mo against two S atoms, the mean square displacement is

u² = (ħ/2μω) coth(ħω/2kT).

At 300 K this gives u = 0.0033 nm. The coth factor is only 1.2, so most of u² is zero-point motion. Freezing that displacement uniformly over the sheet, with the bond integrals held fixed, gives an in-plane ⟨σ⟩ of 0.0115 for c1 at q. This value depends strongly on that assumption: if the Mo–S integrals vary as the inverse fourth power of the bond length, it becomes 0.16. Reversing the displacement mirrors the Hamiltonian and reverses this spin, so the two signs average to zero. Both numbers are static estimates: real displacements vary from cell to cell, and the vibration energy far exceeds the 8.5 meV splitting, so the spin cannot be assumed to follow the motion.

Finally, a gentle ripple of amplitude 0.1 nm and length 10 nm has a largest slope of 2π × 0.1/10 = 0.063. A spin that followed the local normal would have a component of about 0.06 in the average plane. An electron in c1 does not follow a ripple this short. With the model's effective mass m* of about 0.45 electron masses, the kinetic energy ħ²(2π/10 nm)²/2m* is 33 meV, well above the conduction splitting, so for an electron at K the turning of the normal tilts the local spin by less than the slope, about 0.02. At the Fermi wave vector this is not general. With Q = 2π/10 nm and φ the angle between the ripple direction and the wave vector measured from K, the ripple couples c1 to a c2 state at an energy distance Δ + ħ²(Q² − 2kF Q cos φ)/2m*. This distance vanishes near φ = 45°. There the local tilt exceeds the slope, on about one seventh of the Fermi circle, and reaches several tenths. For these electrons the spin follows the normal only when ħ²kF Q/m* is well below Δ, that is, for ripples much longer than about 70 nm. Bending also stretches one sulfur layer and compresses the other, which breaks the mirror locally. This is a further source of in-plane spin, which can be as large for so short a ripple and is left out here.

Comparison with real channels

The valence splitting and the lattice constant of the model are close to those of MoS2. Its gap is smaller than the quasiparticle gap of the free layer, and the density of 10¹³ cm⁻² belongs to a strongly gated channel. The conduction splitting at K is several times the first-principles value. One-sided gates, substrates and defects in one sulfur layer all break the assumed mirror. For the gate field considered, the in-plane ⟨σ⟩ at q moves from zero to about 0.01. This figure depends on the model's conduction splitting, which falls by 2.8 meV between K and q. If the splitting were 3 meV at K and fell by the same amount, c1 and c2 would nearly meet at q, and the same gate field would give an in-plane ⟨σ⟩ of 0.5 to 0.6. This value belongs to the near-crossing: with 2 or 4 meV at K it would be about 0.1. The value 0.01 is therefore not a prediction for real MoS2. I have not estimated the effect of a particular substrate or defect. For weak breaking of the mirror, the in-plane spin of a nondegenerate state thus depends on how strongly the perturbation couples it to states of opposite mirror eigenvalue, compared with their distance in energy. Only states that σx or σy also connects to it contribute. The parity mixing by spin-orbit coupling alone does not produce in-plane spin.
